**Inverse-rate regression for linear-parabolic growth: recovery, noise and bias**

For growth obeying $x^2+Ax=B(t+\tau)$, with thickness $x$, time $t$, growth constants $A$ and $B$ and time offset $\tau$, the inverse rate over any time span is linear in the mean of the two end thicknesses, with slope $2/B$ and intercept $A/B$. The program integrates the rate equation from three starting thicknesses and asserts that the weighted line recovers $A$ and $B$ for spans of 1, 40 and 160 min. Using 4000 simulated noisy records, it asserts the predicted noise of single inverse rates, the scatter of $A$ and $B$ for three spans, the bias caused by taking a reciprocal, and the effect of correlated noise. It also asserts that differences fitted with their full covariance reach the information bound of a direct fit of $x(t)$, and that they give the same constants as the undifferentiated law with $\tau$ free. The output shows that, for a thickness noise of 0.2 nm, lengthening the span from 10 to 80 min lowers the standard deviation of $B$ from 0.61 to 0.26 nm²/min and its bias from −2.00 to −0.04 nm²/min. It also shows that a 1 K temperature drift or a 1 % thickness scale error shifts $B$ by much more than the statistical error of the 40 min fit.

## Numerical check

```python
"""
Result under test: for growth x^2 + A x = B (t + tau), the inverse rate over
any time span D is exactly linear in the mean of its two end thicknesses:
    D / (x2 - x1) = A/B + (2/B) * (x1 + x2)/2 .
A weighted line through such points gives A and B without tau.  Thickness
noise sigma gives inverse-rate noise sqrt(2)*sigma*r^2/D, r = inverse rate.
Symbols: x thickness (nm), t time (min), A (nm), B (nm^2/min), tau (min),
m number of sampling intervals in a span.  All records are synthetic.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.stats import norm

A, B, X0, SIGMA, STEP, T_END = 160.0, 200.0, 30.0, 0.2, 1.0, 480.0
TAU = (X0**2 + A * X0) / B
t = np.arange(0.0, T_END + STEP / 2, STEP)
N = len(t)


def thickness(time, a_par, b_par, tau):
    return -a_par / 2 + np.sqrt(a_par**2 / 4 + b_par * (time + tau))


def spans(time, x, m):
    """Inverse rates and mean end thicknesses of all overlapping spans."""
    inverse_rate = (time[m:] - time[:-m]) / (x[..., m:] - x[..., :-m])
    return inverse_rate, (x[..., m:] + x[..., :-m]) / 2


def line_fit(inverse_rate, x_mid, rounds=10):
    """Line with weights 1/(fitted inverse rate)^4; returns A and B."""
    w = np.ones_like(x_mid)
    for _ in range(rounds):
        total = w.sum(-1, keepdims=True)
        xc = (w * x_mid).sum(-1, keepdims=True) / total
        rc = (w * inverse_rate).sum(-1, keepdims=True) / total
        slope = ((w * (x_mid - xc) * (inverse_rate - rc)).sum(-1, keepdims=True)
                 / (w * (x_mid - xc)**2).sum(-1, keepdims=True))
        intercept = rc - slope * xc
        w = 1 / (intercept + slope * x_mid)**4
    return (2 * intercept / slope)[..., 0], (2 / slope)[..., 0]


def span_fit(time, x, m):
    return line_fit(*spans(time, x, m))


def level_fit(time, x, a_weight, b_weight=1.0):
    """Weighted fit of t = x^2/B + (A/B) x - tau; returns A, B, tau."""
    u = x / 100.0
    design = np.stack([u, u**2, np.ones_like(u)], axis=-1)
    w = (b_weight / (np.asarray(a_weight)[..., None] + 2 * x))**2
    normal = np.einsum('...ni,...n,...nj->...ij', design, w, design)
    right = np.einsum('...ni,...n,n->...i', design, w, time)
    q = np.linalg.solve(normal, right[..., None])[..., 0]
    b_fit = 1e4 / q[..., 1]
    return q[..., 0] / 100 * b_fit, b_fit, -q[..., 2]


def error_matrix(x, m, a_par, b_par):
    """First-order residual of each span caused by each sample error."""
    n_rows = len(x) - m
    dx = x[m:] - x[:-m]
    g = (a_par + 2 * x) / b_par
    mat = np.zeros((n_rows, len(x)))
    rows = np.arange(n_rows)
    mat[rows, rows] = g[:-m] / dx
    mat[rows, rows + m] = -g[m:] / dx
    return mat


x_true = thickness(t, A, B, TAU)
# derivatives of (A, B) with respect to (intercept, slope)
TO_AB = np.array([[B, -A * B / 2], [0.0, -B**2 / 2]])


def predicted(m, correlation=None, power=4):
    """First-order standard deviations of A, B and their reciprocal bias."""
    r, xm = spans(t, x_true, m)
    w = r**(-float(power))
    design = np.column_stack([np.ones_like(xm), xm])
    solver = np.linalg.solve(design.T @ (w[:, None] * design), design.T * w)
    p = TO_AB @ solver @ error_matrix(x_true, m, A, B)
    corr = np.eye(N) if correlation is None else correlation
    sd = SIGMA * np.sqrt(np.diag(p @ corr @ p.T))
    dx = x_true[m:] - x_true[:-m]
    return sd, TO_AB @ solver @ (r * 2 * SIGMA**2 / dx**2)


def integrate(rate, x_start):
    sol = solve_ivp(rate, (0, T_END), [x_start], t_eval=t, method='DOP853',
                    rtol=1e-11, atol=1e-10)
    assert sol.success
    return sol.y[0]


# --- exact recovery from integrated growth, for any start and any span
for x_start in (5.0, X0, 60.0):
    x_ode = integrate(lambda s, x: B / (A + 2 * x), x_start)
    for m in (1, 40, 160):
        a_fit, b_fit = span_fit(t, x_ode, m)
        assert abs(a_fit / A - 1) < 1e-4 and abs(b_fit / B - 1) < 1e-4

# --- conventional plot of x against t/x with tau wrongly set to zero
b_no_tau, minus_a = np.polyfit(t / x_true, x_true, 1)
assert abs(b_no_tau / B - 1) > 0.1

# --- pairing with the thickness at the central time
M = 40
D = M * STEP
mid = N // 2
shift_seen = x_true[mid] - (x_true[mid - M // 2] + x_true[mid + M // 2]) / 2
shift_law = B**2 * D**2 / (4 * (A + 2 * x_true[mid])**3)
assert abs(shift_seen / shift_law - 1) < 0.01
centre = {}
for m in (40, 80):
    r_c, _ = spans(t, x_true, m)
    centre[m] = line_fit(r_c, x_true[m // 2:-(m // 2)])

# --- mean of a reciprocal, noise cut at six standard deviations
eps = 0.05
mean_recip = quad(lambda z: norm.pdf(z) / (1 + eps * z), -6, 6,
                  epsabs=1e-12)[0]
assert abs(mean_recip - 1 - eps**2) < 5 * eps**4

# --- Monte Carlo tests of point noise, parameter noise and bias
rng = np.random.default_rng(12345)
TRIALS = 4000
noise = rng.standard_normal((TRIALS, N))
x_many = x_true + SIGMA * noise
mc_sd = {}
for m in (20, 40, 80):
    sample = np.array(span_fit(t, x_many, m))
    mc_sd[m] = sample.std(axis=1)
    sd, bias = predicted(m)
    assert np.all(abs(mc_sd[m] / sd - 1) < 0.06)
    if m == 20:
        mc_bias = sample.mean(axis=1) - np.array([A, B])
        allowed = 0.1 * abs(bias) + 4 * sd / np.sqrt(TRIALS)
        assert np.all(abs(mc_bias - bias) < allowed)
        bias20 = bias
r_many, _ = spans(t, x_many, M)
r_true, xm_true = spans(t, x_true, M)
point_law = np.sqrt(2) * SIGMA * r_true**2 / D
for k in (0, -1):
    assert abs(r_many[:, k].std() / point_law[k] - 1) < 0.05
last_step = x_true[-1] - x_true[-2]
p_back = norm.cdf(-last_step / (np.sqrt(2) * SIGMA))
seen_back = np.mean(x_many[:, -1] < x_many[:, -2])
assert abs(seen_back - p_back) < 4 * np.sqrt(p_back * (1 - p_back) / TRIALS)

# --- short spans: linearized parameter error falls as 1/sqrt(m)
short_ratio = predicted(1)[0][1] / predicted(4)[0][1]
assert 1.8 < short_ratio < 2.2

# --- information bound: direct x(t) fit against differences with covariance
base = np.array([A, B, TAU])
columns = []
for i in range(3):
    d = np.zeros(3)
    d[i] = 0.01
    columns.append((thickness(t, *(base + d)) - thickness(t, *(base - d))) / 0.02)
jac = np.column_stack(columns)
bound_cov = SIGMA**2 * np.linalg.inv(jac.T @ jac)
bound = np.sqrt(np.diag(bound_cov))
_, xm1 = spans(t, x_true, 1)
design1 = np.column_stack([np.ones_like(xm1), xm1])
err1 = error_matrix(x_true, 1, A, B)
info = design1.T @ np.linalg.solve(err1 @ err1.T, design1) / SIGMA**2
gls_sd = np.sqrt(np.diag(TO_AB @ np.linalg.inv(info) @ TO_AB.T))
assert np.all(abs(gls_sd / bound[:2] - 1) < 1e-3)
a_start, _ = span_fit(t, x_many, M)
level_many = np.array(level_fit(t, x_many, a_start))
assert np.all(abs(level_many.std(axis=1) / bound - 1) < 0.06)

# --- one noisy record
x_obs = x_true + SIGMA * np.random.default_rng(7).standard_normal(N)
a_rec, b_rec = span_fit(t, x_obs, M)
sd40, bias40 = predicted(M)
assert abs(a_rec - A) < 4 * sd40[0] and abs(b_rec - B) < 4 * sd40[1]
a_lev, b_lev, tau_lev = level_fit(t, x_obs, a_rec)
assert np.all(abs(np.array([a_lev, b_lev, tau_lev]) - base) < 4 * bound)

# differences with full covariance equal the undifferentiated fit
ts, xs = t[::20], x_obs[::20]
a_s, b_s, _ = level_fit(ts, xs, A, B)
r_s, xm_s = spans(ts, xs, 1)
ds = np.column_stack([np.ones_like(xm_s), xm_s])
es = error_matrix(xs, 1, A, B)
cov_s = es @ es.T
q0, q1 = np.linalg.solve(ds.T @ np.linalg.solve(cov_s, ds),
                         ds.T @ np.linalg.solve(cov_s, r_s))
assert abs(2 * q0 / q1 / a_s - 1) < 1e-6 and abs(2 / q1 / b_s - 1) < 1e-6

# --- neglected effects, all without noise except the last
C_THIN, L_THIN = 2.0, 7.0
x_thin = integrate(lambda s, x: B / (A + 2 * x) + C_THIN * np.exp(-x / L_THIN), X0)
thin_all = span_fit(t, x_thin, M)
keep = x_thin > 50
thin_cut = span_fit(t[keep], x_thin[keep], M)
assert abs(thin_cut[1] - B) < abs(thin_all[1] - B) / 3

T0 = 1000 + zero_Celsius
E_PAR, E_LIN, DRIFT = 1.2, 2.0, 1.0


def drifting(s, x):
    temp = T0 + DRIFT * s / T_END
    beta = e_charge / k_boltzmann * (1 / T0 - 1 / temp)
    return 1 / (A / B * np.exp(-E_LIN * beta) + 2 * x / B * np.exp(-E_PAR * beta))


drift_fit = span_fit(t, integrate(drifting, X0), M)
scale_fit = span_fit(t, 1.01 * x_true, M)
offset_fit = span_fit(t, x_true + 1.0, M)
assert abs(scale_fit[0] / A - 1.01) < 1e-6
assert abs(scale_fit[1] / B - 1.01**2) < 1e-6
assert abs(offset_fit[0] - (A - 2)) < 1e-5 and abs(offset_fit[1] - B) < 1e-5
T_CORR = 10.0
corr = np.exp(-abs(t[:, None] - t[None, :]) / T_CORR)
sd_corr, _ = predicted(M, corr)
x_corr = x_true + SIGMA * noise @ np.linalg.cholesky(corr).T
mc_corr = np.array(span_fit(t, x_corr, M)).std(axis=1)
assert np.all(abs(mc_corr / sd_corr - 1) < 0.06)

# --- printed results
print(f"input A = {A:.1f} nm, B = {B:.1f} nm^2/min, B/A = {B/A:.3f} nm/min")
print(f"input x(0) = {X0:.1f} nm, tau = {TAU:.2f} min, sigma = {SIGMA:.2f} nm")
print(f"run = {T_END:.0f} min, step = {STEP:.0f} min, samples = {N}")
print(f"final thickness = {x_true[-1]:.2f} nm")
print(f"tau set to 0 in x against t/x: A = {-minus_a:.1f} nm, "
      f"B = {b_no_tau:.1f} nm^2/min")
print(f"first 1 min gain = {x_true[1]-x_true[0]:.3f} nm, last = {last_step:.3f} nm")
print(f"noise of a 1 min gain = {np.sqrt(2)*SIGMA:.3f} nm")
print(f"chance that the last 1 min gain is negative = {100*p_back:.1f} %")
print("Inverse-rate noise, first and last span (percent of inverse rate)")
for m in (1, 10, 40, 80):
    dxm = x_true[m:] - x_true[:-m]
    print(f"  span {m*STEP:.0f} min: {100*np.sqrt(2)*SIGMA/dxm[0]:.2f} %, "
          f"{100*np.sqrt(2)*SIGMA/dxm[-1]:.2f} %")
print("Record, 40 min spans: mean thickness, inverse rate, predicted noise")
r_obs, xm_obs = spans(t, x_obs, M)
for k in (0, 220, 440):
    print(f"  start {t[k]:.0f} min: {xm_obs[k]:.2f} nm, {r_obs[k]:.4f} min/nm, "
          f"{point_law[k]:.4f} min/nm")
print(f"record, span fit: A = {a_rec:.2f} nm, B = {b_rec:.2f} nm^2/min")
print(f"record, line: intercept = {a_rec/b_rec:.5f} min/nm, "
      f"slope = {2/b_rec:.6f} min/nm^2")
print(f"record, undifferentiated fit: A = {a_lev:.2f} nm, "
      f"B = {b_lev:.2f} nm^2/min, tau = {tau_lev:.2f} min")
print("Predicted sd of A (nm), sd of B, bias of B (nm^2/min)")
for m in (10, 20, 40, 80, 160):
    sd, bias = predicted(m)
    assert np.all(sd >= bound[:2] * (1 - 1e-6))
    print(f"  span {m*STEP:.0f} min: {sd[0]:.3f}, {sd[1]:.3f}, {bias[1]:.3f}")
print(f"information bound: sd A = {bound[0]:.3f} nm, sd B = {bound[1]:.3f} "
      f"nm^2/min, sd tau = {bound[2]:.3f} min")
print(f"Monte Carlo, 40 min: sd A = {mc_sd[40][0]:.3f} nm, "
      f"sd B = {mc_sd[40][1]:.3f} nm^2/min ({TRIALS} runs)")
print(f"Monte Carlo, 20 min: bias A = {mc_bias[0]:.3f} nm "
      f"(predicted {bias20[0]:.3f} nm)")
print(f"Monte Carlo, 20 min: bias B = {mc_bias[1]:.3f} nm^2/min "
      f"(predicted {bias20[1]:.3f} nm^2/min)")
sd_plain, _ = predicted(M, power=0)
print(f"unweighted line, 40 min: sd A = {sd_plain[0]:.3f} nm, "
      f"sd B = {sd_plain[1]:.3f} nm^2/min")
print(f"linearized sd of B, span 1 min over span 4 min = {short_ratio:.3f}")
print(f"central minus mean thickness, mid-run, 40 min = {shift_seen:.4f} nm "
      f"(law {shift_law:.4f} nm)")
print("Shifts of A (nm) and B (nm^2/min) from neglected effects")
for m in (40, 80):
    print(f"  central-time pairing, {m*STEP:.0f} min: "
          f"{centre[m][0]-A:.3f}, {centre[m][1]-B:.3f}")
print(f"  thin-oxide term C = {C_THIN:.1f} nm/min, L = {L_THIN:.1f} nm: "
      f"{thin_all[0]-A:.3f}, {thin_all[1]-B:.3f}")
print(f"  same, only data above 50 nm: {thin_cut[0]-A:.3f}, {thin_cut[1]-B:.3f}")
print(f"  drift {DRIFT:.0f} K in run (E_B = {E_PAR} eV, E_B/A = {E_LIN} eV): "
      f"{drift_fit[0]-A:.3f}, {drift_fit[1]-B:.3f}")
print(f"  thickness scale +1 %: {scale_fit[0]-A:.3f}, {scale_fit[1]-B:.3f}")
print(f"  thickness offset +1 nm: {offset_fit[0]-A:.3f}, "
      f"{abs(offset_fit[1]-B):.3f}")
print(f"noise correlated over {T_CORR:.0f} min, 40 min spans: "
      f"sd A = {sd_corr[0]:.3f} nm, sd B = {sd_corr[1]:.3f} nm^2/min")
print("PASS")
```

Output:

```
input A = 160.0 nm, B = 200.0 nm^2/min, B/A = 1.250 nm/min
input x(0) = 30.0 nm, tau = 28.50 min, sigma = 0.20 nm
run = 480 min, step = 1 min, samples = 481
final thickness = 248.79 nm
tau set to 0 in x against t/x: A = 26.4 nm, B = 135.6 nm^2/min
first 1 min gain = 0.905 nm, last = 0.304 nm
noise of a 1 min gain = 0.283 nm
chance that the last 1 min gain is negative = 14.1 %
Inverse-rate noise, first and last span (percent of inverse rate)
  span 1 min: 31.24 %, 92.95 %
  span 10 min: 3.23 %, 9.26 %
  span 40 min: 0.89 %, 2.28 %
  span 80 min: 0.49 %, 1.12 %
Record, 40 min spans: mean thickness, inverse rate, predicted noise
  start 0 min: 45.90 nm, 1.2580 min/nm, 0.0112 min/nm
  start 220 min: 165.00 nm, 2.4440 min/nm, 0.0425 min/nm
  start 440 min: 242.55 nm, 3.1800 min/nm, 0.0736 min/nm
record, span fit: A = 158.57 nm, B = 199.27 nm^2/min
record, line: intercept = 0.79577 min/nm, slope = 0.010037 min/nm^2
record, undifferentiated fit: A = 159.50 nm, B = 199.76 nm^2/min, tau = 28.37 min
Predicted sd of A (nm), sd of B, bias of B (nm^2/min)
  span 10 min: 1.274, 0.608, -1.999
  span 20 min: 0.913, 0.432, -0.511
  span 40 min: 0.680, 0.318, -0.133
  span 80 min: 0.562, 0.259, -0.035
  span 160 min: 0.594, 0.269, -0.009
information bound: sd A = 0.459 nm, sd B = 0.215 nm^2/min, sd tau = 0.082 min
Monte Carlo, 40 min: sd A = 0.677 nm, sd B = 0.317 nm^2/min (4000 runs)
Monte Carlo, 20 min: bias A = -0.620 nm (predicted -0.619 nm)
Monte Carlo, 20 min: bias B = -0.511 nm^2/min (predicted -0.511 nm^2/min)
unweighted line, 40 min: sd A = 0.864 nm, sd B = 0.417 nm^2/min
linearized sd of B, span 1 min over span 4 min = 2.011
central minus mean thickness, mid-run, 40 min = 0.1359 nm (law 0.1357 nm)
Shifts of A (nm) and B (nm^2/min) from neglected effects
  central-time pairing, 40 min: -2.790, -1.023
  central-time pairing, 80 min: -9.079, -3.203
  thin-oxide term C = 2.0 nm/min, L = 7.0 nm: -0.943, -0.410
  same, only data above 50 nm: -0.092, -0.038
  drift 1 K in run (E_B = 1.2 eV, E_B/A = 2.0 eV): 3.500, 2.573
  thickness scale +1 %: 1.600, 4.020
  thickness offset +1 nm: -2.000, 0.000
noise correlated over 10 min, 40 min spans: sd A = 2.515 nm, sd B = 1.183 nm^2/min
PASS
```
